# Darwin Lagrangian and vanishing odd orders from the time-symmetric two-charge action: verification in Python

```python
"""Expansion of the time-symmetric two-charge (Fokker-Tetrode) action in eps = 1/c.

Result under test: S_int = -e1 e2 * integral of D dt1, where
  D = integral dt2 (1 - eps^2 v1.v2) c delta(c^2 (t1-t2)^2 - R^2)
contains only even powers of eps, and through eps^2 it gives the Darwin
interaction up to a total time derivative.
Symbols: R = x1(t1) - x2(t2), n = R/|R|, v, a, j = velocity, acceleration,
jerk.  Gaussian units; forces and interactions are given for e1 e2 = 1.
The generic worldlines use model units of length and time.
On circles c = omega = 1, so that a radius equals the speed beta.
"""
import numpy as np
from mpmath import mp

mp.dps = 50


def make_path(center, amplitude, frequency, phase):
    return [[mp.mpf(q) for q in row]
            for row in zip(center, amplitude, frequency, phase)]


def path(p, t, order=0):
    """Position (order 0) or time derivative of the given order."""
    return np.array([(c if order == 0 else mp.mpf(0))
                     + a * w**order * mp.sin(w * t + f + order * mp.pi / 2)
                     for c, a, w, f in p], dtype=object)


def norm(u):
    return mp.sqrt(u.dot(u))


def light_cone_time(p1, p2, t1, eps, side):
    """Zero of (t1-t2)^2 - eps^2 R^2; side +1 earlier, -1 later than t1."""
    x1 = path(p1, t1)
    t2 = t1 - side * eps * norm(x1 - path(p2, t1))
    for _ in range(9):
        sep = x1 - path(p2, t2)
        value = (t1 - t2)**2 - eps**2 * sep.dot(sep)
        slope = -2 * (t1 - t2) + 2 * eps**2 * sep.dot(path(p2, t2, 1))
        t2 -= value / slope
    return t2


def root_weight(p1, p2, t1, eps, side):
    """Contribution of one zero of the delta-function argument to D."""
    t2 = light_cone_time(p1, p2, t1, eps, side)
    sep, v2 = path(p1, t1) - path(p2, t2), path(p2, t2, 1)
    slope = -2 * (t1 - t2) + 2 * eps**2 * sep.dot(v2)
    return (1 - eps**2 * path(p1, t1, 1).dot(v2)) * eps / abs(slope)


def density(p1, p2, t1, eps):
    return sum(root_weight(p1, p2, t1, eps, s) for s in (1, -1))


def fitted_coefficients(function, count=16):
    """Power-series coefficients from positive eps only, odd powers allowed."""
    nodes = [mp.mpf(k) / 200 for k in range(1, count + 1)]
    matrix = mp.matrix([[e**k for k in range(count)] for e in nodes])
    return mp.lu_solve(matrix, mp.matrix([function(e) for e in nodes]))


def series_formula(p1, p2, t, n):
    """Derived coefficient of eps^n for the purely retarded kernel."""
    x1, v1 = path(p1, t), path(p1, t, 1)

    def dist(s):
        return norm(x1 - path(p2, s))
    result = mp.diff(lambda s: dist(s)**(n - 1), t, n) / mp.factorial(n)
    if n >= 2:
        result -= mp.diff(lambda s: v1.dot(path(p2, s, 1)) * dist(s)**(n - 3),
                          t, n - 2) / mp.factorial(n - 2)
    return (-1)**n * result


def darwin_interaction(x1, v1, x2, v2, eps):
    r = norm(x1 - x2)
    n = (x1 - x2) / r
    return -1 / r + eps**2 * (v1.dot(v2) + n.dot(v1) * n.dot(v2)) / (2 * r)


def darwin_on_paths(p1, p2, t, eps):
    return darwin_interaction(path(p1, t), path(p1, t, 1),
                              path(p2, t), path(p2, t, 1), eps)


def darwin_force(p1, p2, t, eps):
    """Euler-Lagrange force on charge 1 from the Darwin interaction."""
    force = []
    for i in range(3):
        unit = np.array([mp.mpf(int(i == k)) for k in range(3)], dtype=object)

        def momentum(s):
            return mp.diff(lambda h: darwin_interaction(
                path(p1, s), path(p1, s, 1) + h * unit,
                path(p2, s), path(p2, s, 1), eps), 0)
        gradient = mp.diff(lambda h: darwin_interaction(
            path(p1, t) + h * unit, path(p1, t, 1),
            path(p2, t), path(p2, t, 1), eps), 0)
        force.append(gradient - mp.diff(momentum, t))
    return np.array(force, dtype=object)


def lorentz_force(p1, p2, t1, eps, side):
    """Lorentz force on charge 1 in the Lienard-Wiechert field of charge 2."""
    t2 = light_cone_time(p1, p2, t1, eps, side)
    sep = path(p1, t1) - path(p2, t2)
    r = norm(sep)
    n = sep / r
    b = side * eps * path(p2, t2, 1)
    acc = path(p2, t2, 2)
    kappa = 1 - n.dot(b)
    field = ((n - b) * (1 - b.dot(b)) / (kappa**3 * r**2)
             + eps**2 * ((n - b) * n.dot(acc) - acc * n.dot(n - b))
             / (kappa**3 * r))
    v1 = path(p1, t1, 1)
    return field + side * eps * (n * v1.dot(field) - field * v1.dot(n))


def symmetric_force(p1, p2, t, eps):
    return (lorentz_force(p1, p2, t, eps, 1)
            + lorentz_force(p1, p2, t, eps, -1)) / 2


def show(label, value, unit, digits=8):
    print(f"{label}: {mp.nstr(value, digits)} {unit}")


# ---- generic worldlines: expansion coefficients ----
A = make_path((1, 0, 0), (0.3, 0.4, 0.2), (0.7, 0.5, 0.6), (0.2, 1.0, 0.5))
B = make_path((-1, 0, 0.5), (0.4, 0.3, 0.5), (0.6, 0.8, 0.5), (0.9, 0.3, 1.4))
T = mp.mpf(2) / 5
sym = fitted_coefficients(lambda e: density(A, B, T, e))
ret = fitted_coefficients(lambda e: 2 * root_weight(A, B, T, e, 1))
for order in range(7):
    expected = series_formula(A, B, T, order)
    assert abs(ret[order] - expected) < 1e-7
    assert abs(sym[order] - (expected if order % 2 == 0 else 0)) < 1e-7
assert abs(ret[1]) < 1e-7 and abs(ret[3]) > 1e-3 and abs(ret[5]) > 1e-5

x1, v1 = path(A, T), path(A, T, 1)
x2, v2, a2, j2 = (path(B, T, k) for k in range(4))
r12 = norm(x1 - x2)
n12 = (x1 - x2) / r12


def n_dot_v2(t):
    sep = path(A, t) - path(B, t)
    return sep.dot(path(B, t, 1)) / norm(sep)


def third_order_boundary(t):
    w = path(B, t, 1)
    return ((path(A, t) - path(B, t)).dot(path(B, t, 2)) - w.dot(w)) / 3


darwin_part = -(v1.dot(v2) + n12.dot(v1) * n12.dot(v2)) / (2 * r12)
derivative_part = -mp.diff(n_dot_v2, T) / 2
assert abs(sym[0] - 1 / r12) < 1e-7
assert abs(sym[2] - darwin_part - derivative_part) < 1e-7
third_main = 2 * v1.dot(a2) / 3
third_derivative = mp.diff(third_order_boundary, T)
assert abs(ret[3] - third_main - third_derivative) < 1e-7

# ---- generic worldlines: forces ----
e_big, e_small = mp.mpf(1) / 50, mp.mpf(1) / 100
gap_big = norm(symmetric_force(A, B, T, e_big) - darwin_force(A, B, T, e_big))
gap_small = norm(symmetric_force(A, B, T, e_small)
                 - darwin_force(A, B, T, e_small))
force_ratio = gap_big / gap_small
assert abs(force_ratio - 16) < 0.5
e_tiny = mp.mpf(1) / 10000
odd_force = (lorentz_force(A, B, T, e_tiny, 1)
             - darwin_force(A, B, T, e_tiny)) / e_tiny**3
assert norm(odd_force - 2 * j2 / 3) < 0.01 * norm(j2)

print("Generic worldlines, model units, e1*e2 = 1")
show("time", T, "model time", 4)
for name, vec in (("x1", x1), ("x2", x2), ("v1", v1), ("v2", v2)):
    print(name + ":", ", ".join(mp.nstr(q, 7) for q in vec), "model units")
show("distance R", r12, "model length")
show("v1.v2", v1.dot(v2), "model units")
show("n.v1", n12.dot(v1), "model units")
show("n.v2", n12.dot(v2), "model units")
for order in range(7):
    print(f"coefficient of 1/c^{order}: symmetric {mp.nstr(sym[order], 8)}, "
          f"retarded {mp.nstr(ret[order], 8)} model units")
show("Darwin part of D_2", darwin_part, "model units")
show("total-derivative part of D_2", derivative_part, "model units")
show("(2/3) v1.a2", third_main, "model units")
show("total-derivative part of retarded order 3", third_derivative,
     "model units")
show("symmetric minus Darwin force, 1/c=0.02", gap_big, "model units", 5)
show("symmetric minus Darwin force, 1/c=0.01", gap_small, "model units", 5)
show("ratio of these two", force_ratio, "(dimensionless)", 6)


# ---- circular orbits, opposite charges, equal masses ----
def circle(radius, phase):
    return make_path((0, 0, 0), (radius, radius, 0), (1, 1, 1),
                     (phase + mp.pi / 2, phase, 0))


def radial_slope(beta):
    return mp.diff(lambda r: density(circle(r, 0), circle(beta, mp.pi), 0, 1),
                   beta)


def full_frequency(beta):
    return -beta / mp.sqrt(1 - beta**2) / radial_slope(beta)


def darwin_frequency(beta):
    slope = mp.diff(lambda r: darwin_on_paths(
        circle(r, 0), circle(beta, mp.pi), 0, 1), beta)
    return (beta + beta**3 / 2) / slope


# closed reduced interaction and its expansion, for unequal speeds
b1, b2 = mp.mpf(1) / 50, mp.mpf(1) / 100
p, s = b1 * b2, b1 + b2
theta = mp.findroot(lambda q: q - mp.sqrt(b1**2 + b2**2 + 2 * p * mp.cos(q)), s)
direct = density(circle(b1, 0), circle(b2, mp.pi), 0, 1)
assert abs(direct - (1 + p * mp.cos(theta)) / (theta + p * mp.sin(theta))) < 1e-20
fourth = direct * s - 1 - p / 2
assert abs(fourth / (-p**2 / 8 - 3 * p * s**2 / 8) - 1) < 0.01

# radial stationarity against Lorentz forces; tangential force
test_beta = mp.mpf(1) / 100
C1, C2 = circle(test_beta, 0), circle(test_beta, mp.pi)
balanced = symmetric_force(C1, C2, mp.mpf(0), mp.mpf(1))
retarded = lorentz_force(C1, C2, mp.mpf(0), mp.mpf(1), 1)
assert abs(balanced[0] + radial_slope(test_beta)) < 1e-12
assert abs(balanced[1]) < 1e-20
tangential_ratio = retarded[1] / (2 * test_beta / 3)
assert abs(tangential_ratio - 1) < 0.01

print("Circular orbits: Omega = omega e^2/(m c^3), length unit e^2/(m c^2)")
gaps = []
for beta in (mp.mpf(1) / 10, mp.mpf(1) / 20, mp.mpf(1) / 40):
    coulomb, darwin, full = 4 * beta**3, darwin_frequency(beta), full_frequency(beta)
    closed = 4 * beta**3 * (1 + beta**2 / 2) / (1 - beta**2 / 2)
    assert abs(darwin / closed - 1) < 1e-15
    gaps.append((full / coulomb - 1, full / darwin - 1))
    tag = "beta=" + mp.nstr(beta, 4)
    show(tag + " Omega Coulomb", coulomb, "(dimensionless)")
    show(tag + " Omega Darwin", darwin, "(dimensionless)")
    show(tag + " Omega full symmetric", full, "(dimensionless)")
    show(tag + " separation Coulomb", 2 * beta / coulomb, "e^2/(m c^2)")
    show(tag + " separation Darwin", 2 * beta / darwin, "e^2/(m c^2)")
    show(tag + " separation full", 2 * beta / full, "e^2/(m c^2)")
    show(tag + " full/Coulomb - 1", gaps[-1][0], "(dimensionless)", 6)
    show(tag + " full/Darwin - 1", gaps[-1][1], "(dimensionless)", 6)
coulomb_ratio = gaps[1][0] / gaps[2][0]
darwin_ratio = gaps[1][1] / gaps[2][1]
assert abs(coulomb_ratio - 4) < 0.2 and abs(darwin_ratio - 16) < 1
leading = (full_frequency(test_beta) / darwin_frequency(test_beta) - 1) / test_beta**4
assert abs(leading + 4.5) < 0.05
show("Coulomb gap ratio, beta 0.05 to 0.025", coulomb_ratio, "(dimensionless)", 6)
show("Darwin gap ratio, beta 0.05 to 0.025", darwin_ratio, "(dimensionless)", 6)
show("(full/Darwin - 1)/beta^4 at beta=0.01", leading, "(dimensionless)", 6)
show("retarded tangential force/(2 beta/3), beta=0.01", tangential_ratio,
     "(dimensionless)", 7)
print("checks complete")
```

Output:

```
Generic worldlines, model units, e1*e2 = 1
time: 0.4 model time
x1: 1.138534, 0.3728156, 0.1348576 model units
x2: -0.6365466, 0.1743105, 0.9997868 model units
v1: 0.1862689, 0.07247155, 0.08861623 model units
v2: 0.1002227, 0.1953308, -0.007299881 model units
distance R: 1.9845446 model length
v1.v2: 0.032177412 model units
n.v1: 0.13523583 model units
n.v2: 0.112364 model units
coefficient of 1/c^0: symmetric 0.50389395, retarded 0.50389395 model units
coefficient of 1/c^1: symmetric -3.4684558e-24, retarded -4.8824654e-24 model units
coefficient of 1/c^2: symmetric 0.029629891, retarded 0.029629891 model units
coefficient of 1/c^3: symmetric -1.7068969e-19, retarded -0.039683318 model units
coefficient of 1/c^4: symmetric 0.0042705856, retarded 0.0042705856 model units
coefficient of 1/c^5: symmetric -1.4775002e-15, retarded -0.027313667 model units
coefficient of 1/c^6: symmetric -0.012008096, retarded -0.012008096 model units
Darwin part of D_2: -0.011935497 model units
total-derivative part of D_2: 0.041565388 model units
(2/3) v1.a2: -0.029019446 model units
total-derivative part of retarded order 3: -0.010663872 model units
symmetric minus Darwin force, 1/c=0.02: 9.2874e-9 model units
symmetric minus Darwin force, 1/c=0.01: 5.8042e-10 model units
ratio of these two: 16.0011 (dimensionless)
Circular orbits: Omega = omega e^2/(m c^3), length unit e^2/(m c^2)
beta=0.1 Omega Coulomb: 0.004 (dimensionless)
beta=0.1 Omega Darwin: 0.004040201 (dimensionless)
beta=0.1 Omega full symmetric: 0.0040384311 (dimensionless)
beta=0.1 separation Coulomb: 50.0 e^2/(m c^2)
beta=0.1 separation Darwin: 49.502488 e^2/(m c^2)
beta=0.1 separation full: 49.524183 e^2/(m c^2)
beta=0.1 full/Coulomb - 1: 0.00960777 (dimensionless)
beta=0.1 full/Darwin - 1: -0.000438079 (dimensionless)
beta=0.05 Omega Coulomb: 0.0005 (dimensionless)
beta=0.05 Omega Darwin: 0.00050125156 (dimensionless)
beta=0.05 Omega full symmetric: 0.00050123756 (dimensionless)
beta=0.05 separation Coulomb: 200.0 e^2/(m c^2)
beta=0.05 separation Darwin: 199.50062 e^2/(m c^2)
beta=0.05 separation full: 199.5062 e^2/(m c^2)
beta=0.05 full/Coulomb - 1: 0.00247512 (dimensionless)
beta=0.05 full/Darwin - 1: -2.79375e-5 (dimensionless)
beta=0.025 Omega Coulomb: 6.25e-5 (dimensionless)
beta=0.025 Omega Darwin: 6.2539075e-5 (dimensionless)
beta=0.025 Omega full symmetric: 6.2538965e-5 (dimensionless)
beta=0.025 separation Coulomb: 800.0 e^2/(m c^2)
beta=0.025 separation Darwin: 799.50016 e^2/(m c^2)
beta=0.025 separation full: 799.50156 e^2/(m c^2)
beta=0.025 full/Coulomb - 1: 0.000623439 (dimensionless)
beta=0.025 full/Darwin - 1: -1.75488e-6 (dimensionless)
Coulomb gap ratio, beta 0.05 to 0.025: 3.97011 (dimensionless)
Darwin gap ratio, beta 0.05 to 0.025: 15.9199 (dimensionless)
(full/Darwin - 1)/beta^4 at beta=0.01: -4.4988 (dimensionless)
retarded tangential force/(2 beta/3), beta=0.01: 0.9997201 (dimensionless)
checks complete
```
